# Light-Hole Share of Near-Threshold Indirect Absorption in Silicon

## Problem

In silicon the valence-band top lies at the zone centre $\Gamma$, while the conduction-band minima lie elsewhere in the Brillouin zone. A photon just above the absorption threshold carries too little momentum to connect them, so a phonon takes part. The electron may come from the heavy-hole or the light-hole band, which meet at $\Gamma$.

Take isotropic parabolic valence bands with masses $m_h=0.49$ and $m_l=0.16$ electron masses. Assume that the squared matrix element of the combined photon and phonon process is constant and equal for the two bands. The crystal is undoped, with full valence states and empty conduction states. Leave out the split-off valence band and the attraction between electron and hole.

(a) What fraction of the near-threshold absorption starts in the light-hole band?

(b) For silicon at 300 K and a wavelength of 1150 nm, find the excess energy and the density of available electron-hole pairs. Take these as assumed inputs, typical of silicon: gap 1.12 eV, phonon energy 58 meV, and electron masses 0.92 along a valley axis and 0.19 across it.

(c) How far can the neglected effects move the fraction?

Formulas are in Hartree atomic units, where $\hbar$, the electron mass and the elementary charge equal one. Hole energy $E_h$ is measured downward from the valence top, and electron energy $E_e$ upward from the conduction minimum.

## First estimate by scaling

Let $\omega$ be the photon energy, $\Omega$ the phonon energy and $E_g$ the gap. The energy left for motion of the electron and hole is

$$x=\omega-E_g+\Omega\quad\text{(phonon absorbed)},\qquad x=\omega-E_g-\Omega\quad\text{(phonon emitted)}.$$

A particle of mass $m$ and energy up to $x$ has wave number up to $k=\sqrt{2mx}$. In a volume $V$ there are $V/(2\pi)^3$ allowed wave vectors per unit volume of $k$ space, so the number of states per spin is

$$\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}(2mx)^{3/2}=\frac{V(2mx)^{3/2}}{6\pi^2}.$$

The phonon can supply whatever crystal momentum is needed. The electron and hole wave vectors are therefore independent, and the numbers of states multiply. As a crude estimate, let each particle have any energy up to $x$, and divide the number of pairs by the energy range $x$. Per volume squared, with $m_i$ the hole mass and $m_c$ the electron mass, this gives

$$J_i^{\rm est}=\frac{1}{x}\,\frac{(2m_ix)^{3/2}(2m_cx)^{3/2}}{36\pi^4}
=\frac{2}{9\pi^4}(m_im_c)^{3/2}x^2 .$$

The light-hole mass is about one third of the heavy-hole mass. The ratio of pair densities is thus about $3^{-3/2}=0.19$, and the light-hole share is about $0.19/1.19=0.16$. The estimate treats the shared energy budget carelessly, so it remains to be seen whether an exact count changes the result.

## Exact solution within the model

**The rate.** The golden rule gives, for one phonon branch and one spin,

$$R_i=2\pi|M|^2\sum_{\mathbf k_e,\mathbf k_h}\delta(x-E_e-E_h)=2\pi|M|^2V^2J_i(x).$$

Here $M$ is the second-order matrix element. It contains the photon coupling, the phonon coupling and the energy denominator of the intermediate state. By assumption it leaves the sum as a constant. Since $|M|^2$ is proportional to $1/V$, the rate is proportional to $V$, as it must be.

**Densities of states.** Differentiating the number of states $V(2mE)^{3/2}/(6\pi^2)$ with respect to $E$ and dividing by $V$ gives

$$g(E)=\frac{1}{6\pi^2}\,\frac32\,(2m)^{3/2}E^{1/2}
=\frac{2^{3/2}m^{3/2}\sqrt E}{4\pi^2}
=\frac{m^{3/2}\sqrt E}{\sqrt2\,\pi^2}.$$

A conduction valley is an ellipsoid, with $E_e=\sum_j k_j^2/(2m_j)$. Setting $k_j=\sqrt{m_j}\,q_j$ turns it into a sphere in $q$ space and multiplies the volume element by $\sqrt{m_{\rm long}m_{\rm trans}^2}$. The same formula therefore holds with

$$m_c=(m_{\rm long}m_{\rm trans}^2)^{1/3}=(0.92\times0.19^2)^{1/3}=0.321 .$$

**Sharing the energy.** If the hole takes energy $E$, the electron must take $x-E$. Hence

$$J_i(x)=\int_0^x g_i(E)\,g_c(x-E)\,dE
=\frac{(m_im_c)^{3/2}}{2\pi^4}\int_0^x\sqrt{E(x-E)}\,dE .$$

Put $E=x\sin^2t$. Then $x-E=x\cos^2t$ and $dE=2x\sin t\cos t\,dt$, so

$$\int_0^x\sqrt{E(x-E)}\,dE=2x^2\int_0^{\pi/2}\sin^2t\cos^2t\,dt
=\frac{x^2}{2}\int_0^{\pi/2}\sin^2 2t\,dt=\frac{\pi x^2}{8}.$$

The second step uses $\sin t\cos t=\tfrac12\sin2t$, and the last uses the mean value $\tfrac12$ of $\sin^22t$ over the interval. The pair density is

$$J_i(x)=\frac{(m_im_c)^{3/2}x^2}{16\pi^3}.$$

**The share.** Everything except the hole mass is common to the two bands:

$$\frac{J_l}{J_h}=\left(\frac{m_l}{m_h}\right)^{3/2}=\frac{0.0640}{0.3430}=0.187,$$

$$f=\frac{J_l}{J_l+J_h}=\frac{m_l^{3/2}}{m_l^{3/2}+m_h^{3/2}}
=\frac{0.0640}{0.4070}=0.157 .$$

This answers part (a): in the stated model, light holes supply about 16 percent of the absorption.

The share stays the same when phonon absorption and emission are both open. With $n$ phonons in the mode on average, absorption carries the weight $n$ and emission the weight $n+1$. The contribution of band $i$ is then proportional to

$$(m_im_c)^{3/2}\left[n(\omega-E_g+\Omega)^2+(n+1)(\omega-E_g-\Omega)^2\right],$$

where a term is dropped if its excess energy is negative. The bracket is common to both bands and cancels from $f$. So do the electron mass and the number of equivalent valleys.

**Numbers for 1150 nm.** The photon energy is 1.0781 eV. Phonon emission would leave $1.0781-1.12-0.058=-0.0999$ eV and is closed. Phonon absorption leaves

$$x=1.0781-1.12+0.058=0.0161\ \text{eV}=5.925\times10^{-4}\ \text{hartree}.$$

The pair densities are

$$J_h=\frac{(0.49\times0.3214)^{3/2}(5.925\times10^{-4})^2}{16\pi^3}=4.42\times10^{-11},\qquad
J_l=8.25\times10^{-12}$$

in atomic units, per spin and per valley. This answers part (b) for the assumed inputs. The digits serve for comparison with the count below. They do not carry over to real silicon. An error of 10 meV in the gap shifts $x$ by 10 meV and can change the pair density several times over, and the electron-hole attraction, treated below, raises it by more than a factor of ten.

A direct count of states tests the result without using the density-of-states formula. Wave vectors were laid on the lattice of a periodic cube, with the heavy-hole energy surface at $x$ having a radius of 30 lattice steps. Pairs were counted in a window of 10 percent on either side of $x$. The mean of $x^2$ over this window exceeds its central value by the factor $1+0.1^2/3=1.0033$, so the formula predicts $4.438\times10^{-11}$ for heavy holes. The count gives $4.439\times10^{-11}$. The counted light-hole share is 15.7 percent, and halving $x$ lowers the counted heavy-hole density by a factor of 3.999, against the predicted 4.

## Comparison of estimate and solution

The estimate has the correct powers of mass and energy, so its share differs from the exact one only because the mass ratio was rounded to one third. Its absolute size is too large by the factor

$$\frac{2/(9\pi^4)}{1/(16\pi^3)}=\frac{32}{9\pi}=1.13 .$$

This closeness comes from two errors that nearly cancel. Integrating the exact $J_i$ gives $(m_im_c)^{3/2}x^3/(48\pi^3)$ pairs with total energy below $x$. The estimate counts $32/(3\pi)=3.4$ times as many, because it lets the two energies add up to as much as $2x$. It then divides by $x$, whereas differentiating a cubic law multiplies the number by $3/x$. The two errors leave $3.4/3=1.13$.

The scaling argument depends on independent wave vectors. In a vertical transition, electron and hole share one $k$, and their energies add to $k^2/(2\mu_i)$ with $1/\mu_i=1/m_i+1/m_c$. The share would then be weighted by $\mu_i^{3/2}$. For an isotropic electron band with the same $m_c$, it would be 29 percent. In two dimensions the density of states is proportional to the first power of the mass, and the share for independent wave vectors would be 24.6 percent.

## What the model leaves out

**Unequal matrix elements.** If the squared matrix element for light holes is $r$ times that for heavy holes, then

$$f=\frac{r\,m_l^{3/2}}{r\,m_l^{3/2}+m_h^{3/2}} .$$

The share is 8.5 percent for $r=0.5$ and 27.2 percent for $r=2$. These two values of $r$ only show the sensitivity; in an unstrained cubic crystal symmetry holds $r$ at one. If the coupling does not depend on the hole wave vector, the squared matrix element of a hole state $u$ is $\langle u|A|u\rangle$, with $A$ a fixed matrix on the four states at $\Gamma$. The rate needs the projector on the light pair averaged over directions of $\mathbf k_h$, with a weight of cubic symmetry. This average commutes with every cubic operation. The four states form an irreducible set, so the average is a multiple of the identity, and its trace of two makes it one half of the identity. The same holds for the heavy pair, so both bands see $\operatorname{Tr}A/4$ and $r=1$. For a coupling independent of spin this remains true when the split-off band is mixed in. A value of $r$ far from one needs strain, confinement or a coupling that varies with wave vector. The variation through the energy denominator is small: for the path through the conduction band at $\Gamma$, with a rough direct gap of 3.4 eV, the excess energy is only 0.7 percent of the energy denominator.

**Band shape.** A six-band valence Hamiltonian includes the direction dependence of the bands and their coupling to the split-off band. With assumed inputs of the size found in silicon, $\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$ and a splitting of 44 meV, still with constant matrix elements, the light-hole share is 14.1 percent at 0.1 meV excess and 12.1 percent at 1150 nm. The first value differs from 15.7 percent because these inputs imply density-of-states masses of 0.518 and 0.155 at the band edge, not 0.49 and 0.16. If each band energy scaled as $k^2$ in every direction, the share could not depend on $x$. The fall between these two values therefore measures the departure from parabolic bands.

At 1064 nm the excess energy is 103 meV and the split-off band is open. A parabolic split-off band of mass 0.23 would take 8.2 percent and leave 14.4 percent to light holes. The six-band calculation gives 1.8 and 11.5 percent.

**Electron-hole attraction.** This changes the share more than the band shape does. Treat each electron-hole pair as a hydrogen-like system with reduced mass $\mu_i$, total mass $M_i=m_i+m_c$ and relative permittivity $\varepsilon=11.7$. Its binding energy is $B_i=\mu_i/(2\varepsilon^2)$, which is 19.3 meV for heavy and 10.6 meV for light holes. The averaged electron mass makes these values slightly too large; a variational estimate with the separate valley masses gives about 18 and 10 meV. Either way, the binding energies are comparable with the excess energy of 16.1 meV, so free pairs are a poor starting point.

The lowest bound state shows how strong the effect is. A matrix element independent of both wave vectors creates the electron and hole at the same point, so a relative state $\phi$ enters with weight $|\phi(0)|^2$. For the lowest state this is $1/(\pi a_i^3)$, where $a_i=\varepsilon/\mu_i$. Since $1/a_i^2=\mu_i^2/\varepsilon^2=2\mu_iB_i$, the weight is $(2\mu_iB_i)^{3/2}/\pi$. Energy conservation leaves $x+B_i$ for the motion of the pair as a whole, and this motion has the density of states of a particle of mass $M_i$. With $\mu_iM_i=m_im_c$,

$$J_i^{(1)}=\frac{(2\mu_iB_i)^{3/2}}{\pi}\,\frac{M_i^{3/2}\sqrt{x+B_i}}{\sqrt2\,\pi^2}
=\frac{2}{\pi^3}(m_im_c)^{3/2}B_i^{3/2}\sqrt{x+B_i}.$$

Relative to the free-pair density this is

$$\frac{J_i^{(1)}}{J_i}=\frac{32\,B_i^{3/2}\sqrt{x+B_i}}{x^2},$$

which equals about 62 for heavy and 22 for light holes with the averaged electron mass. The variational estimate with the separate valley masses lowers these to about 52 and 20. Adding the higher bound states and the enhanced continuum gives total gains of 83 and 34. The larger binding energy favours heavy holes, and the light-hole share becomes

$$\frac{34.34\times8.254}{34.34\times8.254+83.08\times44.24}=0.072 .$$

These totals use the averaged electron mass. With the separate valley masses they fall to about 72 and 31, and the share rises to about 7.6 percent.

Far above threshold the gain falls, but slowly. In the hydrogen-like continuum, $|\phi(0)|^2$ is enhanced by $z/(1-e^{-z})$ with $z=2\pi\sqrt{B_i/E}$, where $E$ is now the energy of relative motion. For small $z$ this is $1+z/2=1+\pi\sqrt{B_i/E}$. The factor $\sqrt E$ in the density of states thus becomes $\sqrt E+\pi\sqrt{B_i}$. The added term contributes $\pi\sqrt{B_i}\int_0^x\sqrt{x-E}\,dE=\tfrac{2\pi}{3}\sqrt{B_i}\,x^{3/2}$, to be compared with $\pi x^2/8$. To leading order for $x\gg B_i$,

$$\text{gain}\approx1+\frac{16}{3}\sqrt{\frac{B_i}{x}} .$$

The free-pair share is recovered only as $\sqrt{B_i/x}$ becomes small. For silicon's binding energies that would take excess energies of electronvolts, where parabolic bands no longer apply.

**Silicon in use.** The example corresponds to undoped silicon at its weakly absorbing infrared edge, with masses, gap and phonon energy of typical size. Heating to 350 K, with a rough gap slope of $-0.27$ meV/K and all else fixed, raises $x$ to 29.6 meV and the phonon number from 0.119 to 0.171. For free pairs the absorption grows by $(29.6/16.1)^2\times0.171/0.119\approx4.9$, while the share is unchanged. This factor should not be used for real silicon: with the attraction treated as above, the growth is only about 2.0, and the light-hole share rises from 7.2 to 8.0 percent.

Including the electron-hole attraction moves the estimated share from 16 to between 7 and 8 percent. That second figure is itself rough: it treats heavy and light pairs separately, although the attraction mixes the two bands, and it depends on a gap known here only roughly. For part (c), then, both effects computed here lower the share at 1150 nm: to about 12 percent with the six-band shape and to 7 or 8 percent with the attraction. These are not strict limits, because the effects can combine. The values for $r\neq1$ show only the sensitivity, since cubic symmetry keeps $r$ at one for a coupling independent of wave vector. The value of 16 percent is the density-of-states result for free pairs with equal matrix elements. It should not be taken as a prediction of the measured share in silicon. The remaining values are in the numerical output.

## Computed values

```
INPUTS (silicon values rough)
heavy, light hole mass: 0.49, 0.16 electron masses
electron mass long., transv.: 0.92, 0.19 electron masses
electron density-of-states mass: 0.3214 electron masses
gap: 1.12 eV; phonon: 58 meV; T: 300 K
MAIN RESULT at 1150 nm
photon energy: 1.0781 eV
excess energy, phonon absorption: 16.1 meV = 5.9253e-04 Ha
excess energy, phonon emission: -99.9 meV (closed)
m^(3/2), heavy and light: 0.3430, 0.0640
pair density J heavy: 4.4237e-11 a.u.
pair density J light: 8.2542e-12 a.u.
ratio J light / J heavy: 0.1866
light-hole share, formula: 15.72 percent
CHECK BY COUNTING k POINTS
J heavy, counted: 4.4387e-11 a.u.
J light, counted: 8.2830e-12 a.u.
light-hole share, counted: 15.73 percent
counted J(x)/J(x/2), heavy: 3.999
share, spherical six-band limit: 15.72 percent
WRONG ROADS
share if weighted by mass: 24.6 percent
share if transitions were vertical: 29.0 percent
vertical share, counted: 28.9 percent
NEGLECTED EFFECTS
share if |M|^2 light/heavy = 0.5: 8.5 percent
share if |M|^2 light/heavy = 2.0: 27.2 percent
six-band gamma1, gamma2, gamma3: (4.285, 0.339, 1.446)
split-off: 44 meV, mass 0.23 electron masses
six-band light share, 0.1 meV excess: 14.1 percent
six-band light share, 1150 nm: 12.1 percent
1064 nm: photon 1.1653 eV, excess 103.3 meV
1064 nm parabolic light share: 14.4 percent
1064 nm parabolic split-off share: 8.2 percent
1064 nm six-band light share: 11.5 percent
1064 nm six-band split-off share: 1.8 percent
relative permittivity: 11.7
pair binding heavy, light: 19.3, 10.6 meV
attraction gain heavy, light: 83.08, 34.34
light share with attraction: 7.2 percent
direct gap at Gamma: 3.4 eV
excess / energy denominator: 0.69 percent
gap slope: -0.27 meV/K
phonon number at 300 K, 350 K: 0.119, 0.171
excess energy at 350 K: 29.6 meV
absorption at 350 K / 300 K: 4.87
```
